# Linear zero-bias conductance from interface-magnon emission in magnetic tunnel junctions

At zero temperature an electron that crosses a biased tunnel barrier can give part of its energy to a magnon, but it cannot take energy from one. If the magnons have no gap and a constant density of states $g$ per spin and per unit energy, the number of modes per spin that an electron can excite at bias $V$ is $g$ times an energy, and the bias supplies that energy, $e|V|$. To lowest order in tunneling the conductance is $e^2/\hbar$ times a squared amplitude times a product of two electron densities of states. The inelastic part must therefore have the form

$$G_{\rm inel}(V)=C\,\frac{e^2}{\hbar}\,|T_J|^2F\,g\,e|V| ,$$

with $T_J$ an exchange amplitude in energy units, $F$ bilinear in the electron densities and $C$ a number. The absolute value follows from symmetry. When the two electrodes and their interfaces are identical, a mirror operation on the positions alone, with the spins left as they are, exchanges them and reverses the bias. In the antiparallel state it must be combined with a common rotation of all spins, which changes nothing as long as spin-orbit coupling is neglected. Hence $G(V)=G(-V)$. What remains is to find $C$ and the factor $F$, which carries the dependence on the magnetic configuration.

Let each electrode have a constant density of states $M$ for electrons whose spin is parallel to the local magnetization and $m$ for the opposite spin, with $M>m$. These are densities of the whole electrode, per eV and per spin direction. Each interface carries $N$ localized spins of length $S$, in units of $\hbar$, aligned with the magnetization of their electrode. The operator that carries an electron from left to right is

$$H_{L\to R}=\sum_{kp\sigma\sigma'}c^\dagger_{p\sigma'}\Big[T_d\,\delta_{\sigma'\sigma}+\sum_{i=L,R}\sum_j\tau_{ij}\,(\mathbf S_{ij}\cdot\boldsymbol\sigma)_{\sigma'\sigma}\Big]c_{k\sigma},$$

and its Hermitian conjugate carries electrons back. Here $\boldsymbol\sigma$ is the vector of Pauli matrices, $T_d$ is the direct amplitude, taken real, and $\tau_{ij}$ is the amplitude for passing spin $j$ of interface $i$. The interfaces are taken as diffuse: over the many pairs of states $k,p$ the $\tau_{ij}$ average to zero, are uncorrelated between different spins and between the two interfaces, and satisfy $\sum_j\langle|\tau_{ij}|^2\rangle=|T_J|^2$ at each interface.

The product of spins separates into parts that keep the electron spin and parts that flip it. With $\sigma^\pm=(\sigma^x\pm i\sigma^y)/2$ we have $\sigma^x=\sigma^++\sigma^-$ and $\sigma^y=-i(\sigma^+-\sigma^-)$, so that

$$S^x\sigma^x+S^y\sigma^y=\sigma^+(S^x-iS^y)+\sigma^-(S^x+iS^y)=\sigma^+S^-+\sigma^-S^+ ,$$

$$\mathbf S\cdot\boldsymbol\sigma=S^z\sigma^z+S^-\sigma^++S^+\sigma^- .$$

Consider an interface magnetized along $+z$ in its ferromagnetic ground state $|0\rangle$. Every spin has its largest projection, so $S_j^z|0\rangle=S|0\rangle$ and $S_j^+|0\rangle=0$. The remaining term lowers a spin, with the total weight

$$\langle0|S_j^+S_j^-|0\rangle=\langle0|\mathbf S_j^2-(S_j^z)^2+S_j^z|0\rangle=S(S+1)-S^2+S=2S .$$

It comes with $\sigma^+$, which turns a down electron into an up electron. Thus an interface at zero temperature can turn an electron spin only toward its own magnetization. This is conservation of angular momentum: a magnon lowers the spin of the interface by one unit, and the electron takes up that unit. For an interface magnetized along $-z$ all directions are reversed, and the allowed flip is from up to down.

The lowered spin is not a stationary state, so its energy has to be found. Let the interface spins form a square lattice of spacing $a$ with the energy $-J\sum_{\langle jl\rangle}\mathbf S_j\cdot\mathbf S_l$ over nearest neighbors, $J>0$, and write $|j\rangle=S_j^-|0\rangle/\sqrt{2S}$. On each bond of site $j$ the product $S_j^zS_l^z$ drops from $S^2$ to $S(S-1)$, which costs $JS$. The transverse term $-\tfrac J2S_j^+S_l^-$ acts through $S_j^+S_j^-|0\rangle=2S|0\rangle$ and moves the lowered spin to the neighbor with amplitude $-JS$. With $E_0$ the ground-state energy,

$$(H-E_0)|j\rangle=JS\sum_{l}\big(|j\rangle-|l\rangle\big),$$

where $l$ runs over the four neighbors. Plane waves $|\mathbf q\rangle=N^{-1/2}\sum_je^{i\mathbf q\cdot\mathbf R_j}|j\rangle$ diagonalize this, with the energies

$$\omega_{\mathbf q}=2JS\,(2-\cos q_xa-\cos q_ya)\simeq Dq^2,\qquad D=JSa^2 ,$$

the last form holding for $qa\ll1$. The number of modes per spin with energy below $\omega$ is the area of a disk in wave-vector space divided by $(2\pi/a)^2$:

$$\frac{\pi q^2a^2}{4\pi^2}=\frac{a^2\omega}{4\pi D}\quad\Rightarrow\quad g=\frac{a^2}{4\pi D}\equiv\frac1{E_m}.$$

The density is constant because the interface is two-dimensional and the spectrum quadratic. The model extends this value up to $E_m=4\pi JS$, so that there is one mode per spin, as there must be. The band of the lattice itself ends lower, at $8JS$, because its density rises above $1/E_m$ away from the band bottom.

The average over the diffuse interface can now be carried out. The amplitude to create the magnon $\mathbf q$ at interface $i$ is

$$\langle\mathbf q|\sum_j\tau_{ij}S_j^-|0\rangle=\sqrt{\frac{2S}{N}}\sum_j\tau_{ij}e^{-i\mathbf q\cdot\mathbf R_j}.$$

In the averaged square the terms with different sites vanish, which leaves $2S|T_J|^2/N$ for every mode. Emission at the left, emission at the right and elastic passage end in orthogonal states, so their rates add without interference.

Take $V>0$ to mean that electrons flow from left to right, and measure energies from the Fermi level of the electrode that receives them. An electron starts at an energy $\varepsilon$ with $0<\varepsilon<e|V|$ and arrives at $\varepsilon-\omega$, which must be positive for the state to be empty. For a given magnon the permitted range of $\varepsilon$ has the length $e|V|-\omega$. The golden rule, multiplied by the charge, gives the magnitude of the current,

$$|I_{\rm inel}|=\frac{2\pi e}{\hbar}\,2S|T_J|^2F\int_0^{e|V|}g(\omega)\,(e|V|-\omega)\,d\omega ,$$

where $N^{-1}\sum_{\mathbf q}$ has become $\int g\,d\omega$, and $F$ is the sum, over the two interfaces, of the initial density times the final density for the allowed flip. The formula assumes that the emitted magnons decay fast enough to keep the mean occupation of every mode far below one, so that absorption and stimulated emission can be neglected.

When this is differentiated with respect to $|V|$, the contribution of the upper limit vanishes because the integrand is zero there. The current is odd in $V$, so $dI/dV=d|I|/d|V|$, and

$$G_{\rm inel}=\frac{4\pi e^2S}{\hbar}|T_J|^2F\int_0^{e|V|}g(\omega)\,d\omega .$$

The conductance counts the modes that lie within reach of the bias. For constant $g$ the integral is $e|V|/E_m$, which fixes $C=4\pi S$. A second derivative removes the integral:

$$\frac{d^2I}{dV^2}=\operatorname{sign}(V)\,\frac{4\pi e^3S}{\hbar}|T_J|^2F\,g(e|V|).$$

In this model inelastic tunneling spectroscopy therefore displays the magnon density itself. A constant density appears as a step at zero bias, antisymmetric in $V$, and the conductance has a cusp there. Three-dimensional magnons with a quadratic spectrum have $g\propto\sqrt\omega$ instead, and the same integral then gives $G_{\rm inel}\propto|V|^{3/2}$, without a cusp.

To find $F$, fix the spin axis and let the left electrode be magnetized up, so that its densities are $\rho_{L\uparrow}=M$ and $\rho_{L\downarrow}=m$. In the parallel state (P) the right electrode has the same densities, and both interfaces turn down electrons into up electrons. For $V>0$ each contributes $\rho_{L\downarrow}\rho_{R\uparrow}=mM$, so

$$F_{\rm P}=2Mm .$$

In the antiparallel state (AP) the right electrode has $\rho_{R\uparrow}=m$ and $\rho_{R\downarrow}=M$. The left interface still turns down into up and contributes $\rho_{L\downarrow}\rho_{R\uparrow}=m^2$. The right interface turns up into down and contributes $\rho_{L\uparrow}\rho_{R\downarrow}=M^2$. Hence

$$F_{\rm AP}=M^2+m^2,\qquad F_{\rm AP}-F_{\rm P}=(M-m)^2>0 .$$

The result for $e|V|<E_m$ is

$$G_{\rm inel}(V)=\frac{4\pi e^2S}{\hbar}|T_J|^2\,\frac{e|V|}{E_m}\times\begin{cases}2Mm&\text{(P)}\\ M^2+m^2&\text{(AP)}\end{cases}$$

The spin flip opens, in the antiparallel state, a path from the large density on one side to the large density on the other, which spin-conserving tunneling cannot use. For $m=M$ the configurations become equivalent. For $m\to0$ the parallel contribution vanishes, because an allowed flip would have to start from the minority spin, which then has no states, while the antiparallel one tends to $M^2$.

The linear law has limits at both ends. For $e|V|>E_m$ all modes are already counted, and $G_{\rm inel}$ stays at its value for $e|V|=E_m$. If an easy-axis anisotropy raises all magnon energies at both interfaces by a gap $\Delta$, there is no inelastic conductance for $e|V|<\Delta$, and above the gap $e|V|$ is replaced by $e|V|-\Delta$ up to the shifted band top $E_m+\Delta$. A uniform field acts in this way only in the parallel state; in the antiparallel state it raises the magnon energies at one interface and lowers them at the other, so the two terms of $F_{\rm AP}$ set in at different biases. Temperature also matters. At low energy the magnon occupation is close to $k_BT/\omega$, and with constant $g$ the integral $\int g\,k_BT\,d\omega/\omega$ diverges logarithmically at its lower end. A gapless, infinite two-dimensional model thus cannot simply be continued to finite temperature; the low-energy end must be cut off, by a gap, by the finite size of the interface, or by exchange coupling to further layers, which makes the lowest modes three-dimensional.

Interfaces that differ strongly enough can reverse the comparison at one sign of the bias. Let the squared exchange amplitudes be $A_L$ and $A_R$, with the electrodes still identical. For $V>0$ the products $|T_J|^2F$ become $(A_L+A_R)Mm$ in the parallel state and $A_Lm^2+A_RM^2$ in the antiparallel state. Their difference is

$$A_Lm^2+A_RM^2-(A_L+A_R)Mm=(M-m)(A_RM-A_Lm),$$

so the antiparallel slope is the larger one only if $A_R/A_L>m/M$. For $V<0$ the electrons start on the right. The left interface then contributes $\rho_{R\downarrow}\rho_{L\uparrow}=M^2$ and the right one $\rho_{R\uparrow}\rho_{L\downarrow}=m^2$, so $A_L$ and $A_R$ change places. The sum of the two differences is $(M-m)^2(A_L+A_R)$, which is positive: averaged over both bias signs, the antiparallel slope is larger for any couplings.

The total conductance also contains the elastic part. An electron that keeps its spin has the amplitude $T_d\pm S\sum_j\tau_{Lj}\pm S\sum_j\tau_{Rj}$, with signs set by the electron spin and the two magnetizations. All cross terms average to zero, so the signs do not matter, and the mean square is

$$T_{\rm el}^2=T_d^2+2S^2|T_J|^2 .$$

Since the spin is conserved, the densities combine as $M^2+m^2$ in the parallel and $2Mm$ in the antiparallel state, the reverse of the inelastic assignment. Subtracting the totals for $e|V|\le E_m$ gives

$$G_{\rm P}-G_{\rm AP}=\frac{2\pi e^2}{\hbar}(M-m)^2\Big[T_{\rm el}^2-2S|T_J|^2\frac{e|V|}{E_m}\Big].$$

The magnetoresistance ratio ${\rm TMR}=(G_{\rm P}-G_{\rm AP})/G_{\rm AP}$ falls with bias in this model for two reasons: its numerator decreases and its denominator grows. In a real junction the densities of states and the amplitudes also change with energy and bias, which the model leaves out. The bracket would vanish at

$$\frac{e|V|}{E_m}=\frac{T_{\rm el}^2}{2S|T_J|^2}=S+\frac{T_d^2}{2S|T_J|^2}.$$

For $S\ge1$ and $T_d\neq0$ this exceeds one, so within the model the parallel state keeps the larger total conductance throughout the magnon band, although its inelastic part is the smaller one. For $S=\tfrac12$ the sign can reverse inside the band, if $T_d^2<|T_J|^2/2$.

As an example take a model junction with round parameters: $S=1$, $E_m=100$ meV, $M=3000$ and $m=1000$ per eV, $T_d=10$ µeV and $T_J=4$ µeV. Only products of squared amplitudes and two densities enter the conductance, so multiplying $M$ and $m$ by any factor and dividing $T_d$ and $T_J$ by the same factor changes nothing; the electrodes are treated as continua without charging energy. Then $F_{\rm P}=6\times10^6$ and $F_{\rm AP}=10^7$ per eV², and

$$T_{\rm el}^2=(1+2\times0.16)\,T_d^2=1.32\times10^{-10}\ \text{eV}^2 .$$

With $2\pi e^2/\hbar=1.529$ mS the elastic conductances are

$$G_{\rm el,P}=1.529\ \text{mS}\times1.32\times10^{-10}\times10^7=2.02\ \mu\text{S},$$

$$G_{\rm el,AP}=1.529\ \text{mS}\times1.32\times10^{-10}\times6\times10^6=1.21\ \mu\text{S}.$$

The inelastic slope in the parallel state follows from $|T_J|^2=1.6\times10^{-11}$ eV²:

$$\frac{dG_{\rm P}}{d|V|}=1.529\ \text{mS}\times\frac{2\times1.6\times10^{-11}\times6\times10^6}{0.100\ \text{V}}=2.94\ \mu\text{S/V}.$$

The antiparallel slope is larger by the factor $10/6=1.67$ and equals 4.89 µS/V. The second derivative $d^2I/dV^2$ changes from minus the slope to plus the slope at zero bias, a jump of 5.87 µA/V² in the parallel and 9.79 µA/V² in the antiparallel state.

At 50 mV the inelastic parts are 0.147 and 0.245 µS, and the totals are $G_{\rm P}=2.17$ µS and $G_{\rm AP}=1.46$ µS. The magnetoresistance ratio, 67 % at zero bias, has fallen to 49 %; at 100 mV, the top of the band, it is 36 %. The inelastic current is a modest part of the total, but it adds most where the elastic current is smallest.

If the right interface couples with only a fifth of the strength of the left, $A_R/A_L=0.2$, the ratio lies below the critical value $m/M=0.33$. In units of $A_Lm^2$ the slopes for $V>0$ are $1+0.2\times9=2.8$ in the antiparallel and $1.2\times3=3.6$ in the parallel state, so the antiparallel slope is smaller by the factor 0.78. For $V<0$ it is $9+0.2=9.2$ against 3.6, larger by the factor 2.56.

The constant density up to $E_m$ is an assumption of this example, and the square lattice shows how far it can be trusted. To the next order in $q$,

$$\frac{\omega_{\mathbf q}}{JS}\simeq(qa)^2-\frac{(q_xa)^4+(q_ya)^4}{12}.$$

Put $w=\omega/JS$ and let $\theta$ be the direction of $\mathbf q$. Solving for the contour of constant energy gives $(qa)^2\simeq w+w^2(\cos^4\theta+\sin^4\theta)/12$. The angular mean of $\cos^4\theta+\sin^4\theta$ is $3/4$, so the contour encloses the area $\pi(w+w^2/16)/a^2$. The number of modes below $\omega$ therefore exceeds that of the constant density by the relative amount $w/16=\pi\omega/(4E_m)$, to leading order.

A direct count over a grid of $1000\times1000$ wave vectors gives an excess of 1.7 % below $0.02E_m$, where the leading term is 1.6 %; most of this small difference is the error of the finite grid. It gives 9 % below $0.1E_m$ and 69 % below $0.5E_m$, where the expansion no longer serves. Since $G_{\rm inel}$ is proportional to this number of modes, the same percentages apply to it, relative to the linear law. For a square lattice with $JS=E_m/4\pi=7.96$ meV the linear law thus holds to within about 10 % up to 10 mV, whereas at 50 mV the inelastic conductance would be 69 % larger than the values above. The ratio $F_{\rm AP}/F_{\rm P}$ is untouched by this, because the magnon density enters both configurations in the same way.

All numerical values are calculated from the stated model.
